# Opposite Leading Energy Errors of Linear Finite Elements and Three-Point Differences, part 2

A particle of constant mass $m$, wave function $\psi$ and potential energy $U$ moves between hard walls at $x=0$ and $x=L$. Write $T=\hbar^2/2m$. In the flat well, where $U=0$, the $n$th true level is $E=Tk^2$ with $k=n\pi/L$. The mesh has $N$ intervals of width $h=L/N$ and nodes $x_j=jh$, and $\theta=kh$.

The hat function $\varphi_j$ is one at $x_j$, zero at every other node, and linear between nodes. The matrices $K_{ij}=\int_0^L\varphi_i'\varphi_j'\,dx$ and $M_{ij}=\int_0^L\varphi_i\varphi_j\,dx$ have the nonzero entries

$$K_{jj}=\frac2h,\quad K_{j,j\pm1}=-\frac1h,\qquad M_{jj}=\frac{2h}3,\quad M_{j,j\pm1}=\frac h6 .$$

With its integrals done exactly, $M$ is the consistent overlap matrix. With $I$ the unit matrix,

$$M=hI-\frac{h^2}{6}K, \tag{20}$$

If $p(x)$ joins the nodal values $u_j$ by straight segments, $u^{\mathsf T}Ku=\int p'^2dx$ and $u^{\mathsf T}Mu=\int p^2dx$.

In the flat well, finite elements (FE) solve $TKu=E_{\rm FE}Mu$ and three-point differences (FD) solve $TKu=E_{\rm FD}hu$. Both have the eigenvectors $u_j=\sin j\theta$, and

$$\frac{E_{\rm FD}}E=r=1-\frac{\theta^2}{12}+\frac{\theta^4}{360}-\cdots,\qquad
\frac{E_{\rm FE}}E=\frac{r}{1-\theta^2r/6}=1+\frac{\theta^2}{12}+\frac{\theta^4}{360}+\cdots . \tag{17}$$

The energies enclose the true level, $E_{\rm FD}<E<E_{\rm FE}$, and, for fixed $n$ as $h\to0$,

$$E_{\rm FE}-E=+\frac{E\theta^2}{12}+O(h^4),\qquad E_{\rm FD}-E=-\frac{E\theta^2}{12}+O(h^4). \tag{11}$$

Taylor expansion about $x_j$ gives

$$\frac{\psi(x_{j+1})-2\psi(x_j)+\psi(x_{j-1})}{h^2}=\psi''+\frac{h^2}{12}\psi''''+\cdots . \tag{5}$$

The Ritz principle, stated for $U=0$, says that the $n$th true level is the smallest value, over all $n$-dimensional spaces of admissible functions, of the largest ratio $T\int f'^2dx/\int f^2dx$ in the space.

The numerical case has $L=5.0$ nm, $m=0.9\,m_0$, where $m_0$ is the free-electron mass, $T=0.042333$ eV nm$^2$ and, unless stated otherwise, $N=20$.

### Lumping and averaging the overlap

Row-sum lumping replaces $M$ by a diagonal matrix that contains its row sums, taken before the wall nodes are removed. Each interior row gives $h/6+2h/3+h/6=h$. The lumped problem is $TKu=Ehu$, which is the difference problem. With zero potential, a calculation that uses hat functions but lumps its overlap therefore has the negative error: there the overlap matrix, not the name of the method, settles the sign. With a potential, the lumped problem equals the difference problem only if the potential term is also replaced by its nodal values. If the integrals of $U\varphi_i\varphi_j$ are kept exact, a constant $U_0$ enters as $U_0Mu$, and by (20) the lumped energy acquires the extra error $-U_0\theta^2r/6$. The sign of the error then depends on the choice of energy zero.

The opposite errors suggest an average of the two overlaps:

$$\bar M=\frac{M+hI}{2}=hI-\frac{h^2}{12}K .$$

Its energy follows by acting on the common eigenvector. With $Ku=(rk^2h)u$, one has $\bar Mu=h(1-\theta^2r/12)u$, and so

$$\frac{\bar E}{E}=\frac{r}{1-\theta^2r/12}.$$

To second order in $\theta^2$, the term in the denominator is $\theta^2/12-\theta^4/144$, and its square is $\theta^4/144$. These fourth-order terms cancel in the inverse, which is $1+\theta^2/12$. Multiplication by $r$ removes the $\theta^2$ term and leaves

$$\frac{\bar E}{E}=1+\left(\frac1{360}-\frac1{144}\right)\theta^4+\cdots=1-\frac{\theta^4}{240}+\cdots . \tag{21}$$

For $n=3$ and $N=40$ the computed error is $-0.0019$ meV, against about $0.70$ meV in size for either original method on the same mesh. Averaging the matrices is different from averaging the energies: the latter leaves $+\theta^4/360$. Both statements have been derived here for zero potential.

### Theorem 2: a smooth potential between the walls

Device calculations have a potential energy $U(x)$ in the well. Let $U$ be fixed and twice continuously differentiable on $[0,L]$, including the walls, and let

$$-T\psi''+U\psi=E\psi,\qquad \psi(0)=\psi(L)=0,\qquad\int_0^L\psi^2dx=1. \tag{22}$$

Let differences use the nodal values $U(x_j)$, and let finite elements use exact integrals of $U\varphi_i\varphi_j$ and the consistent overlap. For a fixed level, as $h\to0$,

$$E_{\rm FE}-E=+\frac{Th^2}{12}\int_0^L\psi''^2dx+o(h^2),\qquad
E_{\rm FD}-E=-\frac{Th^2}{12}\int_0^L\psi''^2dx+o(h^2). \tag{23}$$

Here $o(h^2)$ denotes terms that vanish faster than $h^2$. For $U=0$ the integral is $k^4$, and (11) is recovered.

*Proof, step 1: the discrete levels converge.* For finite elements, the Ritz principle bounds the $m$th level from below by the true one. Joining the nodal values of the first $m$ true eigenfunctions by segments gives trial functions whose integrals tend to the true ones, so the level is also bounded from above by a quantity that tends to $E_m$.

For differences, sampling the first $m$ true eigenfunctions gives the same kind of upper bound. For the lower bound, take the first $m$ difference eigenvectors and join their values by segments. By (20), the norm changes by $(h^2/6)\int p'^2dx$, which tends to zero because the kinetic energy of these vectors is bounded. The potential energy also changes by an amount that tends to zero, because $U$ varies by $O(h)$ over an interval. The true $m$th level therefore cannot exceed the discrete one by more than a vanishing amount.

The levels of (22) are not degenerate: two solutions with the same energy that vanish at $x=0$ are proportional. So, on a fine mesh, every discrete level except the $n$th stays at least some fixed distance $\gamma>0$ from $E=E_n$.

*Step 2: differences.* Let $A$ be the difference matrix, $v_j=\psi(x_j)$, and $\langle f,g\rangle=h\sum_jf_jg_j$. By (5), the true nodal values satisfy

$$Av=Ev+d,\qquad d_j=-\frac{Th^2}{12}\psi''''(x_j)+o(h^2). \tag{24}$$

Let $w_m$ be the normalized eigenvectors of $A$, with eigenvalues $\lambda_m$. Because $A$ is symmetric, $\langle w_m,Av\rangle=\lambda_m\langle w_m,v\rangle$, and hence

$$(\lambda_m-E)\langle w_m,v\rangle=\langle w_m,d\rangle. \tag{25}$$

For $m\ne n$, divide by $\lambda_m-E$, whose size is at least $\gamma$. The sum of the squared components of $v$ along these vectors is at most $\langle d,d\rangle/\gamma^2=O(h^4)$. So $w_n=v+O(h^2)$, after a choice of sign and up to a normalization that tends to one. Equation (25) for $m=n$ then gives

$$E_{\rm FD}-E=\langle v,d\rangle+o(h^2)=-\frac{Th^2}{12}\int_0^L\psi\psi''''dx+o(h^2).$$

Two integrations by parts yield

$$\int_0^L\psi\psi''''dx=\left[\psi\psi'''-\psi'\psi''\right]_0^L+\int_0^L\psi''^2dx .$$

At the walls $\psi=0$. Since $U$ is finite there, (22) gives $\psi''=(U-E)\psi/T=0$ as well. The bracket vanishes, and the difference result in (23) follows.

*Step 3: finite elements.* Let $p$ join the nodal values of $\psi$ by segments, and put $e=\psi-p$. Let $\chi$ be any normalized finite-element eigenfunction, with energy $\lambda$. The true equation tested with $\chi$, and the discrete equation tested with $p$, read

$$\int(T\psi'\chi'+U\psi\chi)dx=E\int\psi\chi\,dx,\qquad
\int(Tp'\chi'+Up\chi)dx=\lambda\int p\chi\,dx .$$

Subtract the second from the first. On each interval $\chi'$ is constant and $e$ vanishes at both ends, so $\int e'\chi'dx=0$. With $\psi=p+e$ on the right, the result is

$$(\lambda-E)\int_0^Lp\chi\,dx=\int_0^L(E-U)e\chi\,dx. \tag{26}$$

This has the form of (25), with an $O(h^2)$ source because $e=O(h^2)$. The same argument shows that the $n$th eigenfunction is $\chi=\psi+O(h^2)$. Now use $(E-U)\psi=-T\psi''$:

$$E_{\rm FE}-E=-T\int_0^L\psi''e\,dx+o(h^2).$$

On an interval, $e''=\psi''$ because $p$ is linear. With $s$ measured from the left end, the solution that vanishes at both ends is $e=-\tfrac12\psi''s(h-s)$ to leading order. Since $\int_0^hs(h-s)ds=h^3/6$, the average of $e$ over the interval is $-h^2\psi''/12$. The two minus signs combine to give the finite-element result in (23). $\square$

For $n=1$ and $N=160$, the errors were divided by $(Th^2/12)\int\psi''^2dx$, with reference energies from a sine expansion. In a uniform field of 0.5 MV/cm, finite elements give $+0.9999$ and differences $-1.0000$. In the potential of an electron sheet of $10^{12}$ cm$^{-2}$, described below, the values are $+1.0000$ and $-1.0000$ to the same digits. The lowest three levels in both potentials were tested, and each agreed with (23) within 2%.

The theorem treats $U$ as given. In a self-consistent Schrödinger–Poisson calculation, the computed density changes $U$, and the mesh error of Poisson's equation adds to the energy error. The signs in (23) then need not hold for the final levels. With $3\times10^{12}$ cm$^{-2}$ in the lowest subband, equal potentials at the faces and each method also used for Poisson's equation, the lowest level at $N=20$ comes out about 0.005 meV too low with finite elements and as much too high with differences. These values are for relative permittivity 12 and a finite-element Poisson load integrated exactly from $\psi_h^2$; if the load is built from the interpolated nodal density instead, the finite-element error is $+0.05$ meV. A jump of mass or potential on the mesh also lies outside the assumptions.

### A thin transistor film

The width of 5 nm and the mass of $0.9\,m_0$ are round values in the rough regime of a thin silicon film with (100) faces between oxide layers. Other faces have no valley this heavy: the same masses give confinement masses of about $0.33\,m_0$ (four valleys) and $0.2\,m_0$ (two valleys) for (110) faces, and $0.27\,m_0$ for (111) faces. At 300 K, $k_{\rm B}T_{\rm a}=25.85$ meV, where $T_{\rm a}$ is the absolute temperature. When Boltzmann statistics apply, the occupation of a state at the bottom of subband 3 relative to one at the bottom of subband 1 is $\exp[-(E_3-E_1)/k_{\rm B}T_{\rm a}]$. For $N=20$ the values are

$$0.00567\ \text{(true)},\qquad0.00510\ \text{(FE)},\qquad0.00631\ \text{(FD)}.$$

Finite elements make the spacing too large and the ratio about 10% too small. Differences make the ratio about 11% too large. An energy error of 2% has become a larger relative error here because the spacing is several times the thermal energy.

A real film breaks several assumptions of the flat hard-wall model. The following estimates change one thing at a time and use rough parameters. A transverse field that is uniform across the whole film, as a bias between the two gates would produce in a nearly empty film, raises $E_3-E_1$ from 133.7 to 171.3 meV at 0.5 MV/cm and to 135.6 meV at 0.1 MV/cm. This does not describe inversion, where the electrons in the film terminate the field. For inversion from one face, a surface field of 0.5 MV/cm corresponds to $3.3\times10^{12}$ cm$^{-2}$, the field falls to zero across the film, and a self-consistent hard-wall estimate with all six valleys filled by Fermi statistics at 300 K gives a spacing near 134 meV, or 141 meV at 1 MV/cm (132 and 134 meV if all electrons are placed in the lowest subband). If both faces carry the same surface field, the density doubles and the spacing falls instead, to about 120 and 113 meV. A barrier of 3 eV with mass $0.5\,m_0$ lets the wave function penetrate and lowers the first level by 1.1 meV and the third by 10.3 meV when $\psi$ and $\psi'/m$ are continuous at the interface; with $\psi'$ continuous instead, the shifts are 1.9 and 17.4 meV. Nonparabolicity, described by $\epsilon(1+\alpha\epsilon)=E$ with $\alpha=0.5$ eV$^{-1}$ and corrected energy $\epsilon$, lowers them by 0.14 and 9.9 meV if it is taken as isotropic. This overstates the effect for silicon, whose band is nearly parabolic along the heavy-mass axis: quantizing a local empirical-pseudopotential band along that axis lowers the third level by only 0.1 to 0.4 meV, depending on the form factors and on the quantization rule. This one-valley estimate omits the coupling of the two heavy valleys at the walls, which splits each level; a simple atomic-chain model puts that splitting at up to 1.5 meV for the first level and 3 to 15 meV for the third, varying with the number of layers. A film thicker by 0.1 nm has its first level lower by 0.65 meV. Valleys with confinement mass $0.2\,m_0$ add a level, which the single-mass model omits. It lies at 75 meV with hard walls and at 56 meV with the same barrier and continuous $\psi'/m$, a rule under which penetration matters more for the light mass (66 meV with $\psi'$ continuous).

The electrons also act on themselves. Place $10^{12}$ cm$^{-2}$ in the lowest sine state of a film with relative permittivity 12 and equal potentials at its two faces. The potential energy at the centre is then 13.2 meV above the faces, and $E_3-E_1$ becomes 131.1 meV. This is one evaluation with a fixed density, without iteration. The sheet density divided by the density of states times $k_{\rm B}T_{\rm a}$ is 0.23 if one subband with two valleys and in-plane mass $0.2\,m_0$ holds all the electrons, so Boltzmann statistics are only a rough first estimate: with Fermi statistics the occupation ratio above is multiplied by about $e^{0.23}=1.26$, which exceeds the mesh effect of 10%. At 300 K, with hard-wall levels, the higher subbands and four light-mass valleys of in-plane density-of-states mass $0.42\,m_0$ take roughly 40% of the electrons, which lowers this factor to about 1.15; with the barrier levels the share is about 50% and the factor about 1.1. The quotient is proportional to density, and at $10^{13}$ cm$^{-2}$ it would be 2.3, where degeneracy can no longer be neglected.

These sizes put the mesh error in proportion. For the third level at $N=20$, an error of 2.8 meV is smaller than the penetration shift, which is near 10 meV. Refining the mesh below 1 meV improves the solution of the stated equation, but it does not make the flat hard-wall model accurate to 1 meV for a device. Within that equation, running both methods on one mesh is still informative: in the flat well their energies enclose the true level, and half their separation estimates the error of either one to leading order. The remaining computed values are in the numerical output.

## Calculated quantities

```
Width 5.0 nm, mass 0.9 m0, N = 20, h = 0.250 nm
T = hbar^2/2m = 0.042333 eV nm^2; kT at 300 K = 25.85 meV
Levels in meV: n, true, FE, FD, FE error, FD error, E*theta^2/12
 1 16.712 16.747 16.678 +0.0344 -0.0343 0.0344
 2 66.850 67.401 66.302 +0.5516 -0.5480 0.5498
 3 150.412 153.216 147.649 +2.8036 -2.7629 2.7835
 4 267.399 276.307 258.717 +8.9079 -8.6821 8.7971
Top level n = 19: FE/true = 1.3226, FD/true = 0.4463
n = 3: theta = 0.47124 rad, theta^2/12 = 0.018506
n = 3 segment sine: gradient ratio = 0.981631
n = 3 segment sine: norm ratio = 0.963669
n = 3 nodal norm ratio = 1.000000
n = 3 refinement: N, FE error, FD error, error of mean (meV)
 10 +11.42834 -10.80933 +0.309508
 20 +2.80357 -2.76293 +0.020321
 40 +0.69714 -0.69458 +0.001283
 80 +0.17405 -0.17389 +0.000080
Mean-error ratio, N = 40 to 80: 15.960
Averaged overlap, N = 40, n = 3: error -0.001936 meV
Smooth potentials, N = 160, n = 1: error/(T h^2 I/12),
 where I is the integral of (psi'')^2
 field 0.5 MV/cm: FE +0.99989, FD -1.00002
 electron charge: FE +1.00001, FD -0.99995
For 1.0 meV at n = 3: h <= 0.1498 nm, N = 34
 errors there: FE +0.9656, FD -0.9607 meV
Population ratio exp[-(E3-E1)/kT] at N = 20:
 true 0.00567, FE 0.00510, FD 0.00631
Neglected effects, rough parameters:
 barrier 3.0 eV, barrier mass 0.5 m0
 penetration shift, n = 1: -1.125 meV
 penetration shift, n = 3: -10.258 meV
 nonparabolicity parameter 0.5 per eV
 nonparabolic shift, n = 1: -0.137 meV
 nonparabolic shift, n = 3: -9.875 meV
 lowest level for mass 0.2 m0: 75.21 meV
 n = 1 shift for 0.1 nm thicker film: -0.649 meV
 E3-E1, flat potential: 133.70 meV
 E3-E1, field 0.1 MV/cm: 135.58 meV (drop across film 50 meV)
 E3-E1, field 0.5 MV/cm: 171.28 meV (drop across film 250 meV)
 sheet density 1.0e+12 cm^-2, relative permittivity 12
 charge potential at centre: 13.24 meV
 E3-E1 with charge potential: 131.11 meV
 density/(2D density of states * kT), one subband: 0.231
```
